\section*{Why agreement among density functionals is not an error bar}

\section*{Five methods, one answer}

\textbf{Q:} I have computed the energy of H$_2^+$ at a bond length of 20 bohr, relative to a hydrogen atom and a distant proton, with five functionals: PBE, revPBE, BLYP, BP86 and PW91. Their standard deviation is 0.049 eV. I intend to report the mean with an error bar of about 0.05 eV, or 0.1 eV to be cautious. Five different approximations would hardly agree so well if they were all wrong.

\textbf{A:} What is the mean?

\textbf{Q:} It is $-2.59$ eV.

\textbf{A:} At that distance one electron belongs to two protons that are almost out of contact. What should the energy be, relative to an atom and a proton?

\textbf{Q:} Nearly zero. So the mean is wrong by 2.6 eV, about fifty times my standard deviation. Have I been unlucky with the sample?

\textbf{A:} No. The standard deviation measures something else. Let $W_i$ be the result of method $i$, $W_{\rm ref}$ the correct value for the same quantity, and $e_i=W_i-W_{\rm ref}$ the error. For $M$ methods, separate the mean error from the individual deviations:
\begin{equation}
e_i=b+d_i,\qquad b=\frac1M\sum_i e_i,\qquad \sum_i d_i=0 .
\end{equation}
The mean square error is then
\begin{align}
\frac1M\sum_i e_i^2
&=b^2+\frac{2b}{M}\sum_i d_i+\frac1M\sum_i d_i^2\nonumber\\
&=b^2+v,\qquad v=\frac1M\sum_i d_i^2,
\end{align}
because the deviations sum to zero. Now look at what you can compute without the reference. The difference of two results is
\begin{equation}
W_i-W_j=e_i-e_j=d_i-d_j .
\end{equation}
The shared part $b$ has cancelled. The standard deviation $s$ is built from such differences, with $s^2=Mv/(M-1)$, so it contains no information about $b$. You could shift all five results by 10 eV and keep the same $s$.

\textbf{Q:} Would more functionals help? The standard error of a mean falls as $1/\sqrt M$.

\textbf{A:} That formula describes how well a mean is determined when independent draws scatter about it. It says nothing about the distance from that mean to the truth. If new functionals share $b$, you locate the wrong value more precisely. Nor is your set a random sample: PBE and revPBE have the same correlation functional, BLYP and BP86 the same exchange functional.

\textbf{Q:} Then the spread is worthless?

\textbf{A:} It has a use in one direction. Since the reference cancels from the range,
\begin{align}
W_{\max}-W_{\min}&=e_{\max}-e_{\min}
\le |e_{\max}|+|e_{\min}|\nonumber\\
&\le 2\max_i|e_i| .
\end{align}
At least one method is therefore wrong by half the range or more. Disagreement proves error, but agreement does not prove accuracy. In your case half the range is 0.056 eV, while the largest error is 2.655 eV. The inequality holds and is of little help.

\section*{Where the shared error comes from}

\textbf{Q:} I accept the algebra. But why should five separately constructed functionals have nearly the same $b$?

\textbf{A:} Because all five are semilocal: their exchange--correlation energy is an integral over space of a function of the local spin densities and their gradients. Consider the symmetric state at large $R$, with half an electron around each proton. I use hartree atomic units for the formulas. Let $E(N)$ be the energy a functional gives to one proton with $N$ electrons. The two fragments contribute $2E(\tfrac12)$. What interactions remain between them?

\textbf{Q:} The nuclei repel by $1/R$. Each half electron is attracted to the other nucleus by $-1/(2R)$, which makes $-1/R$ for the two. The Hartree repulsion between the half electrons is $\tfrac12\cdot\tfrac12/R$.

\textbf{A:} So the sum is
\begin{equation}
\frac1R-\frac1R+\frac1{4R}=\frac1{4R}.
\end{equation}
There is just one electron, so the Hartree repulsion between its two halves is spurious. The exact exchange--correlation energy removes it. A semilocal functional adds separate contributions from the two density regions once their overlap is negligible, and thus has no $1/R$ term with which to do so. Subtract the energy $E(1)$ of the functional's own hydrogen atom. As the correct $W$ tends to zero, the error becomes
\begin{equation}
e(R)\to\Delta+\frac1{4R},\qquad
\Delta=2E(\tfrac12)-E(1). \label{limit}
\end{equation}
Polarization and overlap corrections have been dropped; they vanish faster than $1/R$.

\textbf{Q:} What should $\Delta$ be?

\textbf{A:} Zero. A proton with half an electron on average is an equal mixture of a bare proton, with energy zero, and a hydrogen atom. The exact energy is thus $E(\tfrac12)=\tfrac12E(1)$. A negative $\Delta$ means that the functional rewards splitting the electron. This is delocalization error.

To see its size, keep the hydrogen 1s density $n$ fixed and ignore orbital relaxation. Let $h$ be its kinetic energy plus nuclear attraction, and $J$ its Hartree energy. The first is linear in the occupation and the second quadratic, so
\begin{align}
E(1)&=h+J+E_{\rm xc}[n],\\
2E(\tfrac12)&=2\left(\frac h2+\frac J4+E_{\rm xc}[n/2]\right)\nonumber\\
&=h+\frac J2+2E_{\rm xc}[n/2].
\end{align}
Here $n$ and $n/2$ are fully spin-polarized. Subtraction gives
\begin{equation}
\Delta_{\rm frozen}=2E_{\rm xc}[n/2]-E_{\rm xc}[n]-\frac J2 .
\label{frozen}
\end{equation}
For one electron the exact functional has $E_{\rm xc}[n]=-J$. Then $\Delta=0$ requires $2E_{\rm xc}[n/2]=-J/2$: halving the occupation must halve the sum over both atoms.

\textbf{Q:} And a semilocal functional does not halve it?

\textbf{A:} Begin with local exchange, which is proportional to $-\int n^{4/3}\,d^3r$. For two half-filled atoms,
\begin{equation}
2E_{\rm x}[n/2]=2\cdot2^{-4/3}E_{\rm x}[n]
=2^{-1/3}E_{\rm x}[n].
\end{equation}
The factor is 0.794 where 0.5 is needed. Neglect correlation and take $E_{\rm x}[n]\approx-J$, which holds to about 2\% for your five functionals. Equation \eqref{frozen} becomes
\begin{align}
\Delta&\approx-2^{-1/3}J+J-\frac J2
=-(2^{-1/3}-\tfrac12)J\nonumber\\
&=-(0.7937-0.5)(8.504\ {\rm eV})=-2.50\ {\rm eV}.
\end{align}
No parameter of any particular GGA has entered, apart from the requirement that it describe the whole atom well.

\textbf{Q:} But mine are GGAs. Surely the gradient can repair the factor.

\textbf{A:} It moves it the wrong way. A GGA multiplies the local exchange integrand by an enhancement factor $F(s_g)$, where the reduced gradient $s_g$ is proportional to $|\nabla n|/n^{4/3}$. Halving the density changes it to
\begin{equation}
\frac{|\nabla n|/2}{(n/2)^{4/3}}
=2^{1/3}\frac{|\nabla n|}{n^{4/3}} .
\end{equation}
If $F$ does not decrease with $s_g$, the exchange energy of the half-filled atoms is at least as negative as local scaling makes it. Define
\begin{equation}
q=\frac{2E_{\rm x}[n/2]}{E_{\rm x}[n]} .
\end{equation}
Both energies are negative, so $q\ge2^{-1/3}$. The PW91 factor eventually falls at large $s_g$, so this argument does not cover it; the computed ratio does. For the five functionals $q$ lies between 0.829 and 0.838, above 0.794 in every case.

For PBE the pieces can be followed. It has $E_{\rm x}[n]=-8.325$ eV and $q=0.8302$, so exchange and Hartree terms give
\begin{equation}
(0.8302-1)(-8.325)-\frac{8.504}{2}=-2.84\ {\rm eV}.
\end{equation}
The full frozen value is $-2.78$ eV, so correlation contributes about $+0.06$ eV. Self-consistent orbitals give $\Delta=-2.90$ eV. The functionals differ in details of order 0.1 eV, on top of a common error of nearly 3 eV.

\section*{The calculation along the bond}

\textbf{Q:} Could the 2.6 eV come from the basis set, or from forcing the electron to be symmetric?

\textbf{A:} The nuclei are fixed, the treatment is nonrelativistic, and all functionals use the cc-pVTZ basis. I measure errors against the lowest one-electron eigenvalue in that same basis, since a one-electron system needs no electron--electron term. A separate solution in spheroidal coordinates shows that the basis changes the reference $W$ by at most 0.045 eV at the distances used. That bounds the reference only. For the GGA side, recall the estimate $\Delta\approx-2.50$ eV: it used only $J=8.504$ eV, which is the value $5/16$ hartree of the exact 1s density, so an error of this size appears with no basis set at all.

As for symmetry, put the whole electron on one atom. The far proton then repels the nucleus and attracts the electron equally at leading order, so $W\to0$ for each functional. The symmetric GGA solution lies about 2.6 eV lower. It is therefore the one the functional prefers, and the preference is the error.

The last digits below belong to the basis. Adding diffuse functions (aug-cc-pVTZ) makes the mean error less negative by 0.005, 0.033 and 0.010 eV at 2, 4 and 10 bohr. A near-complete atomic basis raises $\Delta$, and with it the long-distance error, by up to 0.003 eV. The spread moves by about 0.001 eV and the ratios barely change. Here are the five-functional statistics in cc-pVTZ, in eV except for $R$ and the ratio:
\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & reference & mean error & $s$ & $|b|/s$\\
2 & $-2.787$ & $-0.192$ & 0.016 & 12\\
4 & $-1.210$ & $-0.975$ & 0.028 & 35\\
10 & $-0.010$ & $-2.241$ & 0.049 & 46\\
20 & $-0.000$ & $-2.587$ & 0.049 & 53
\end{tabular}
\end{center}

\textbf{Q:} Between 2 and 20 bohr the error grows more than thirteenfold and the spread only threefold. But I expected the error bar to work at 2 bohr, where the molecule is properly bound.

\textbf{A:} It fails there too. The error is much smaller, but it is still twelve times $s$. Stretching makes the failure large enough to notice; it does not create the statistical fault.

Now compare the last row with equation \eqref{limit}. For PBE,
\begin{equation}
\Delta+\frac1{4R}=-2.900+0.340=-2.560\ {\rm eV},
\end{equation}
and the molecular calculation gives an error of $-2.559$ eV. The other four agree equally well. The left side came from a single proton with fractional occupation, so the explanation has been tested separately from the molecule.

\textbf{Q:} Could I have noticed this without knowing the answer?

\textbf{A:} Yes, from the shape of the curve. Add the mean errors to the reference values. The mean GGA energy is $-2.98$, $-2.18$, $-2.25$ and $-2.59$ eV at the four distances. It rises and then falls again, as the spurious $1/(4R)$ repulsion fades, and it does not approach the energy of the separated fragments. Each functional violates a limit you know beforehand. Comparing the functionals with one another hides that violation; comparing each with its own fragments exposes it.

\section*{A second shared error, with the opposite sign}

\textbf{Q:} Perhaps one-electron systems are a special trap. In ordinary molecules there are electron pairs.

\textbf{A:} Then stretch neutral H$_2$ and keep the two spins in the same spatial orbital. Each atom receives half an up electron and half a down electron. The correct energy at large $R$ is that of two hydrogen atoms. This time the leading interactions between fragments cancel: $1/R$ from the nuclei, $-2/R$ from attraction to the far nuclei, and $+1/R$ from Hartree repulsion. The error tends to
\begin{equation}
e\to2\left[E(\tfrac12,\tfrac12)-E(1,0)\right],
\end{equation}
where the arguments are the up and down occupations of one atom. The exact difference is zero, because a hydrogen atom with its spin up, with its spin down, or in an equal mixture of the two has the same energy. A functional that charges for the mixture has static-correlation error.

\textbf{Q:} Is it unrelated to the first error?

\textbf{A:} For exchange the two are closely related. The exchange energy of a spin-polarized system obeys
\begin{equation}
E_{\rm x}[n_\uparrow,n_\downarrow]
=E_{\rm x}[n_\uparrow,0]+E_{\rm x}[0,n_\downarrow],
\end{equation}
since exchange acts between electrons of like spin. Hence
\begin{equation}
E_{\rm x}[n/2,n/2]=2E_{\rm x}[n/2,0]=qE_{\rm x}[n].
\end{equation}
It is the same $q$. For H$_2^+$ the exact exchange--correlation energy demanded a factor of $\tfrac12$, and $q\approx0.83$ was too large. For restricted H$_2$ each atom still has the density $n$ of a whole hydrogen atom, so exactness demands $E_{\rm xc}=-J$, a factor of 1, and $q$ is too small. The first molecule comes out too low and the second too high.

For PBE with frozen orbitals, the exchange deficit of the two atoms is
\begin{equation}
2(q-1)E_{\rm x}[n]=2(-0.1698)(-8.325)=2.83\ {\rm eV}.
\end{equation}
The self-consistent error at 15 bohr is 2.25 eV; correlation and orbital relaxation together make up the difference. It is measured against full configuration interaction in the same basis, which gives $W=0$ to within $10^{-4}$ eV.

\textbf{Q:} And the spread?

\textbf{A:} The five errors run from 1.91 to 2.26 eV. Their mean is 2.10 eV and $s$ is 0.17 eV, so the mean error is twelve times the spread. Again all five miss on the same side. A near-complete basis lowers the long-distance limit of each error by about 0.01 eV and leaves the ratio at twelve.

\textbf{Q:} I could let the up and down orbitals separate.

\textbf{A:} You could. With an up electron on one atom and a down electron on the other, each functional approaches twice its own atomic energy and the error in $W$ disappears in the limit. The price is a spin density that the true singlet does not have. The statistical point remains: the spread of the restricted results gave no warning that this repair was needed.

\section*{Choosing methods that can disagree}

\textbf{Q:} Then I should make the set more diverse. Suppose I add PBE0, which replaces a quarter of PBE exchange by exact exchange.

\textbf{A:} That is a better question to put to the calculation, because it varies the suspected ingredient. Exact exchange cancels the Hartree self-repulsion of one electron. With fixed orbitals, a quarter of the exchange-related error should therefore go, while correlation is untouched. For H$_2^+$ at 20 bohr the error changes from $-2.559$ to $-1.884$ eV, a ratio of 0.74. The frozen-orbital estimate, using the pieces found earlier, is
\begin{align}
e_{\rm PBE}&\approx-2.84+0.34+0.06=-2.44\ {\rm eV},\\
e_{\rm PBE0}&\approx0.75(-2.84+0.34)+0.06\nonumber\\
&=-1.82\ {\rm eV},
\end{align}
with a ratio of $1.815/2.44=0.74$ before the last rounding (0.75 if correlation is left out). Relaxation lowers both energies somewhat.

\textbf{Q:} So the larger spread is a proper error bar at last.

\textbf{A:} Calculate it. With PBE0 included, half the range is
\begin{equation}
\frac{2.655-1.884}{2}=0.39\ {\rm eV},
\end{equation}
seven times what it was. But all six errors are still negative, and the smallest is 1.9 eV. The wider set shows that the answer is sensitive to exact exchange. It does not enclose the truth.

\textbf{Q:} At least it tells me which way to go: more exact exchange.

\textbf{A:} For H$_2^+$, yes. Try the same inference on restricted H$_2$. PBE0 raises the error from 2.25 to 3.34 eV (about 2.24 and 3.32 eV near the basis limit). When each spin occupies a single fixed orbital, exact exchange is minus the Hartree energy of each spin density, which is quadratic in that density, so it gives the half-and-half atom
\begin{equation}
E_{\rm x}^{\rm exact}[n/2,n/2]=2\left(-\frac J4\right)=-\frac J2,
\end{equation}
a factor of $\tfrac12$ where 1 is needed. That is worse than $q\approx0.83$. Unlike a semilocal term, exact exchange also acts between the atoms: each spin has half an electron on either proton, which gives $-1/(4R)$ per spin and $-1/(2R)=-0.91$ eV in all at 15 bohr. This offsets only part of the on-site deficit $2(J-J/2)=J=8.50$ eV. Replacing a quarter of the PBE exchange deficit of 2.83 eV then changes the frozen-orbital error by $\tfrac14(8.50-0.91-2.83)=+1.19$ eV, against a self-consistent change of $+1.10$ eV. A sensitivity shows that an ingredient matters; deciding in which direction the truth lies takes a reference or an exact condition.

\textbf{Q:} What may I put after the $\pm$ sign, then?

\textbf{A:} First decide which quantity you are describing. ``The five GGAs have a standard deviation of 0.05 eV'' is a true statement about the methods. ``The error is 0.05 eV'' needs evidence about $b$. Here are three ways to get it.

One is a reference calculation whose approximations do not share the suspected fault, on the system itself or on a smaller one that keeps the same bonding problem. Another is an exact condition. Here two calculations on one atom, with a whole and with half an electron, predicted the long-distance error without any molecular reference. In a larger molecule such a test may reveal the fault without giving the whole error, since the fragments also relax and interact.

The third is a benchmark set with reliable reference values. Its mean signed error estimates $b$, and the scatter about that mean estimates what is left after a correction. This transfers only if the benchmark systems fail by the same mechanism as yours and to a similar extent. The table shows the danger: the mean error at 2 bohr is $-0.19$ eV, and subtracting it at 20 bohr would leave about $-2.4$ eV.

\textbf{Q:} And if I have such evidence, and it says that $b$ is small?

\textbf{A:} Small has to mean small beside the spread; the $-0.19$ eV at 2 bohr is not. If it is, $b^2+v$ is close to $v$, and the spread does describe the typical error of the methods in the set. Even so, it is a root-mean-square size for those methods. A stated probability of covering the truth would need a model of how the errors are distributed, and five chosen functionals do not supply one.

\textbf{Q:} For the stretched ion, then, I should report the spread as a spread, and say that delocalization error puts all five results about 2.6 eV too low.

\textbf{A:} Yes. The second part of that sentence is the one a reader needs in order to judge the number. The numerical check behind the figures used here follows this exchange.

\section*{Computed values}
\begin{verbatim}
Basis cc-pvtz; number of GGAs 5; 1 hartree = 27.21139 eV
H atom reference energy in basis: -13.6005 eV
Largest basis error of reference W(H2+): 0.0445 eV
H2+: R/bohr, exact W, basis W, mean error, s, half range (eV), |mean|/s
     2   -2.7928   -2.7874   -0.192   0.016   0.020    12.0
     4   -1.2540   -1.2095   -0.975   0.028   0.032    35.1
    10   -0.0157   -0.0102   -2.241   0.049   0.056    46.1
    20   -0.0004   -0.0002   -2.587   0.049   0.056    53.0
H2+ by GGA: error at 2 bohr, at 20 bohr, Delta, Delta+1/(4R) at 20 (eV)
  PBE      -0.187   -2.559   -2.900   -2.559
  revPBE   -0.221   -2.622   -2.962   -2.622
  BLYP     -0.186   -2.655   -2.995   -2.655
  BP86     -0.188   -2.555   -2.895   -2.555
  PW91     -0.181   -2.543   -2.883   -2.543
1/(4R) at 20 bohr: 0.340 eV
Frozen 1s Hartree energy J: 8.504 eV
Local-exchange ratio q: 0.7937 (dimensionless)
Local-scaling estimate of Delta: -2.498 eV
Frozen 1s by GGA: Ex[n] (eV), q (dimensionless), frozen Delta (eV)
  PBE      -8.325   0.8302   -2.780
  revPBE   -8.449   0.8378   -2.823
  BLYP     -8.429   0.8356   -2.866
  BP86     -8.429   0.8356   -2.780
  PW91     -8.351   0.8289   -2.761
Restricted H2 at 15 bohr: full-CI W = -0.00001 eV
Restricted H2 by GGA: error, fractional-spin prediction (eV)
  PBE       2.245    2.245
  revPBE    2.175    2.175
  BLYP      1.933    1.933
  BP86      1.905    1.905
  PW91      2.258    2.259
Restricted H2 GGA mean error: 2.103 eV
Restricted H2 GGA s: 0.172 eV
Restricted H2 GGA half range: 0.177 eV
Restricted H2 |mean|/s: 12.3 (dimensionless)
PBE0 error, H2+ at 20 bohr: -1.884 eV
PBE0/PBE error ratio, H2+: 0.736
PBE0 error, restricted H2: 3.342 eV
\end{verbatim}
